# Random phases make log-resistance additive in a one-dimensional chain

## The decision

To calculate the low-temperature resistance of a narrow wire crossed by several barriers, one must decide how to combine the barriers and what to average over samples. Adding resistances, with the contact part counted once, is right if electrons lose phase memory between barriers without being turned back there. If they stay coherent and the gaps vary independently from sample to sample, so that the round-trip phase in each gap is uniformly random, the quantity that adds is the mean of $\ln(1/T)$, where $T$ is the transmission probability. For the six barriers worked out below, the two choices differ by a factor of about 250.

## Setting and conventions

Consider non-interacting electrons at fixed energy in one propagating mode of wave number $k$. Scatterer $i$ is elastic, has transmission amplitude $t_i$, and reflects with amplitude $r_i$ from the left and $r_i'$ from the right. The phases of $r_i$ and $r_i'$ refer to the edge where the wave arrives. Write $T_i=|t_i|^2$ and $R_i=|r_i|^2$.

Flux conservation makes the scattering matrix unitary. Its columns and rows then have unit length, which gives $R_i=1-T_i$ and $|r_i'|=|r_i|$. I assume $0<T_i\le 1$.

The two-terminal resistance, with two spins and the contact resistance included, is

$$\mathcal R=\frac{h}{2e^2}\,\frac1T .$$

The typical resistance is defined here as its geometric mean over samples, $\mathcal R_{\rm typ}=(h/2e^2)\exp\langle\ln(1/T)\rangle$.

## Two scatterers

Let a gap $d$ separate scatterers 1 and 2. A wave can cross directly, with amplitude $t_1e^{ikd}t_2$. It can also make $n$ extra round trips in the gap, each multiplying the amplitude by $r_2e^{ikd}r_1'e^{ikd}$. Summing the geometric series,

$$t=t_1t_2e^{ikd}\sum_{n=0}^{\infty}\left(r_1'r_2e^{2ikd}\right)^n=\frac{t_1t_2e^{ikd}}{1-r_1'r_2e^{2ikd}} .$$

It converges because $|r_1'r_2|=\sqrt{R_1R_2}<1$. Define

$$a=\sqrt{R_1R_2},\qquad \theta=2kd+\arg r_1'+\arg r_2 .$$

Taking the squared modulus, inverting and taking the logarithm gives

$$\ln\frac1{T_{12}}=\ln\frac1{T_1}+\ln\frac1{T_2}+Y,\qquad Y=\ln\left|1-ae^{i\theta}\right|^2 .$$

All interference is in $Y$. It is negative near $\theta=0$, where the round trips add in phase, and positive near $\theta=\pi$.

Now let $\theta$ be uniform on a full circle. Since $\ln|1-z|^2=2\,{\rm Re}\ln(1-z)$ and $\ln(1-z)=-\sum_{n\ge1} z^n/n$ for $|z|<1$,

$$Y=-2\sum_{n=1}^{\infty}\frac{a^n}{n}\cos n\theta .$$

The terms are bounded by $a^n/n$, whose sum converges. The series is therefore uniformly convergent and may be averaged term by term. Every cosine averages to zero, so $\langle Y\rangle=0$ and

$$\left\langle\ln\frac1{T_{12}}\right\rangle=\ln\frac1{T_1}+\ln\frac1{T_2}.$$

This holds for any scattering strength with $T_i>0$.

## A chain of $N$ scatterers

Treat the first $N-1$ scatterers as one composite scatterer. Its reflection phase depends on the earlier gaps, so $\theta$ at the next joint is not obviously random. Suppose, however, that the new gap is independent of the earlier ones and uniform over an interval of length $\pi/k$, half a wavelength. Then $2kd$ is uniform over $2\pi$. Adding the phase of the composite merely shifts a uniform angle around the circle. Hence $\langle Y\rangle=0$ for every fixed set of earlier gaps, and also after averaging over them. Repeating this at each joint,

$$\left\langle\ln\frac1{T_N}\right\rangle=\sum_{i=1}^{N}\ln\frac1{T_i}.$$

For identical scatterers with mean period $p$, count the length as $L=Np$. Then

$$\mathcal R_{\rm typ}=\frac{h}{2e^2}\,e^{L/\xi},\qquad \xi=\frac{p}{\ln(1/T_1)} .$$

With this convention probability decays over $\xi$ and amplitude over $2\xi$.

For a short chain of weak scatterers, $NR_1\ll1$, we have $\ln(1/T_1)\approx R_1$. The typical resistance minus the contact part is then $(h/2e^2)NR_1$ to leading order, which is Ohm's law. The exponential shows once $L$ is comparable with $\xi$.

The sum was checked by wave matching at energy 0.05 eV and mass $0.34\,m_e$ for three unlike scatterers:

- a step of 0.06 eV over 1.0 nm followed by 0.12 eV over 1.5 nm;
- a barrier of 0.08 eV over 1.7 nm;
- a barrier of 0.14 eV over 1.2 nm.

With both gaps averaged over half a wavelength, the mean logarithm is 3.641670, and the sum of the separate logarithms is 3.641670.

## Why the result describes a typical sample

A mean describes typical samples if the fluctuations around it are relatively small. Let $X_N=\ln(1/T_N)$, with the scatterers fixed and the gaps random. At a joint with given $a$,

$$\langle Y^2\rangle=4\sum_{n,m}\frac{a^{n+m}}{nm}\langle\cos n\theta\cos m\theta\rangle=2\sum_{n=1}^\infty\frac{a^{2n}}{n^2}=2\,{\rm Li}_2(a^2),$$

because the cosine average is $1/2$ for $n=m$ and zero otherwise. The last equality defines the dilogarithm ${\rm Li}_2$. Since $a<1$, this variance is below $2\sum 1/n^2=\pi^2/3$.

The new $Y$ has zero mean for every fixed past, and $X_{N-1}$ is determined by that past. The two are therefore uncorrelated, and variances add:

$${\rm Var}\,X_N={\rm Var}\,X_{N-1}+2\left\langle{\rm Li}_2(a^2)\right\rangle\le(N-1)\frac{\pi^2}{3}.$$

Chebyshev's inequality then gives

$$P\left(\left|\frac{X_N-\langle X_N\rangle}{N}\right|>\epsilon\right)\le\frac{{\rm Var}\,X_N}{N^2\epsilon^2}\le\frac{\pi^2}{3N\epsilon^2}\to0 .$$

In a long chain nearly every sample has the same growth rate of $\ln\mathcal R$.

For identical, partly reflecting scatterers the composite becomes almost perfectly reflecting, so $a^2\to R_1$ and each joint adds a variance tending to $2\,{\rm Li}_2(R_1)$. For weak scatterers this is about $2R_1$, twice the mean added per scatterer. In a long chain the standard deviation of $\ln\mathcal R$ therefore grows as $\sqrt N$. Its ratio to the mean falls, but the resistance ratio between two samples of the same length still widens.

A short chain of weak scatterers, $NR_1\ll1$, behaves differently. The composite of $n-1$ scatterers reflects with mean probability of about $(n-1)R_1$, so the next joint adds a variance of about $2(n-1)R_1^2$. The sum is $N(N-1)R_1^2$, and the standard deviation is nearly as large as the mean $NR_1$ once $N$ is more than a few. Ohm's law then describes the average over samples, not each sample.

## Other averages give other laws

**Mean transmission.** Expanding both geometric series,

$$\left\langle\frac1{|1-ae^{i\theta}|^2}\right\rangle=\sum_{n,m}a^{n+m}\langle e^{i(n-m)\theta}\rangle=\sum_n a^{2n}=\frac1{1-R_1R_2}.$$

So $\langle T_{12}\rangle=T_1T_2/(1-R_1R_2)$. Adding the probabilities of the paths, without interference, gives the same value, $T_{\rm inc}$. Since $1-R_1R_2=T_1+T_2-T_1T_2$,

$$\frac1{T_{\rm inc}}-1=\left(\frac1{T_1}-1\right)+\left(\frac1{T_2}-1\right).$$

Thus $(1-T)/T=R/T$ adds for incoherent scatterers, which is Ohm's law with one contact term. For two scatterers, averaging $T$ over phase hides the interference that the logarithm reveals.

**Mean resistance.** Here $|1-ae^{i\theta}|^2=1-2a\cos\theta+a^2$ averages to $1+R_1R_2$, so $\langle1/T_{12}\rangle=(1+R_1R_2)/(T_1T_2)$. Using $T_1T_2=1-R_1-R_2+R_1R_2$,

$$\left\langle\frac2{T_{12}}-1\right\rangle=\frac{2+2R_1R_2-T_1T_2}{T_1T_2}=\frac{(1+R_1)(1+R_2)}{T_1T_2}.$$

Each factor is $(1+R_i)/T_i=2/T_i-1$. The relation is linear in the composite's $1/T$, so it iterates:

$$\left\langle\frac2{T_N}-1\right\rangle=\prod_{i=1}^N\left(\frac2{T_i}-1\right).$$

For identical scatterers the logarithm of the mean resistance grows at a rate approaching $\ln(1/T_1)+\ln(1+R_1)$ per scatterer, faster than the typical rate. In a long chain, rare and highly resistive samples carry the mean. For the barriers worked out below, with uniform phases, the most resistive 1% of samples supply about 17% of the mean at $N=6$ and about 60% at $N=12$.

## When the phases are not random

**Partial randomness.** Let the gap have a triangular distribution of half-width $w$ about $d_0$. It is then $d_0+u_1+u_2$, with $u_1,u_2$ independent and uniform on $[-w/2,w/2]$. Each contributes a factor $\langle e^{2inku}\rangle=\sin(nkw)/(nkw)$. Inserting this into the series for $Y$, with the past fixed and identical scatterers, gives

$$|\langle Y\rangle|\le2\sum_{n=1}^\infty\frac{R_1^{n/2}}{n}\left[\frac{\sin(nkw)}{nkw}\right]^2 ,$$

since the composite's reflection amplitude has modulus at most one. The sum rule is accurate when this bound is small compared with $\ln(1/T_1)$, which a large enough $kw$ ensures.

**No randomness.** Let identical scatterers have equal gaps. Let $M$ be the matrix taking the right- and left-moving amplitudes across one cell. Time reversal and flux conservation give $M_{22}=M_{11}^*$, $M_{21}=M_{12}^*$ and $|M_{11}|^2-|M_{12}|^2=1$. An incident wave has amplitudes $(1,r)$ on the left and no left-mover on the right, so $M_{21}+M_{22}r=0$. Hence $|M_{12}|^2=R_1|M_{11}|^2$, and therefore $|M_{11}|^2=1/T_1$ and $|M_{12}|^2=R_1/T_1$. The gap changes phases but not these moduli.

With ${\rm tr}\,M=2\cos q$ and unit determinant, $M^2=2\cos q\,M-1$. Induction, using $\sin(N+1)q=2\cos q\sin Nq-\sin(N-1)q$, gives

$$M^N=\frac{\sin Nq}{\sin q}\,M-\frac{\sin(N-1)q}{\sin q}.$$

Its off-diagonal element satisfies $|(M^N)_{12}|^2=1/T_N-1$, so

$$\frac1{T_N}=1+\frac{R_1}{T_1}\,\frac{\sin^2Nq}{\sin^2q}.$$

Inside an allowed band $q$ is real and $\sin q\ne0$, so the resistance stays bounded as $N$ grows. Exactly at a band edge, where $\sin q\to0$, it grows as $N^2$. Between bands $q$ is complex, and $1/T_N$ grows as $e^{2N|{\rm Im}\,q|}$ in a long chain. This is exponential, but the rate depends on the gap length and generally differs from $\ln(1/T_1)$. Scattering and coherence alone therefore do not fix the growth law derived above.

## Worked example: six barriers in a narrow oxide wire

Take a wire of 5 nm × 5 nm section and mass $0.34\,m_e$. Six barriers of height $V_0=0.10$ eV and width $b=2$ nm are separated by gaps of $8\pm4$ nm, triangularly distributed. The kinetic energy along the wire is $E=0.05$ eV and the temperature is 0.3 K. Then $k=\sqrt{2mE}/\hbar=0.668$ nm$^{-1}$, and half a wavelength is 4.70 nm.

**One barrier.** Because $E=V_0/2$, the decay constant in the barrier equals $k$. At the right edge $\psi=t$ and $\psi'=ikt$. Continuing the solution back to the left edge, where $\psi=1+r$ and $\psi'=ik(1-r)$,

$$1+r=t(\cosh kb-i\sinh kb),\qquad 1-r=t(\cosh kb+i\sinh kb).$$

Adding these gives $t=1/\cosh kb$. With $kb=1.336$,

$$T_1=\frac1{\cosh^2(1.336)}=0.242,\qquad \ln\frac1{T_1}=1.419,\qquad \frac{R_1}{T_1}=3.134 .$$

**Six barriers.** The mean period is 10 nm, so $\xi=10/1.419=7.05$ nm. The exponent is $6\times1.4193=8.516$. With $h/2e^2=12.906$ kΩ,

$$\mathcal R_{\rm typ}=12.906\ {\rm k\Omega}\times e^{8.516}\approx64\ {\rm M\Omega}.$$

The incoherent sum is $12.906\,(1+6\times3.134)$ kΩ $=0.256$ MΩ. With uniform phases the mean resistance is about 950 MΩ, some fifteen times the typical one.

**Random chains.** The phase-error bound is 0.077 per joint, or 0.39 for five joints, against an exponent of 8.52. In 60,000 chains with the triangular gaps the mean logarithm is 8.523, closer to the law than the bound requires. At $N=24$ it is 34.07, against 34.06 from the law. This close agreement is partly an accident of the 8 nm mean gap. With the same spread about a mean gap of 7 nm or 9 nm, the mean logarithm for six barriers is about 8.21 or 8.67. Both lie within the bound, but they change the typical resistance by a factor of about 0.74 or 1.17.

The standard deviation is 2.9 at $N=6$ and 6.6 at $N=24$, which is 34% and 19% of the mean. With uniform phases, the variance added per barrier between $N=12$ and $N=24$ is 2.00; the long-chain limit $2\,{\rm Li}_2(R_1)$ is 1.99.

Six barriers are still few. The median resistance is about 80 MΩ, above the geometric mean, and the central 68% of samples run from about 3 MΩ to 1.4 GΩ. A single sample can therefore differ greatly from 64 MΩ.

**Equal gaps.** With the same barriers and every gap set to 7.351 nm, $\cos q=0.400$. The Bloch formula bounds $\ln(1/T_N)$ by $\ln[1+3.134/(1-0.16)]=1.554$. The largest value found up to $N=60$ is 1.554, whereas the random-phase law would give 85.2. Equal gaps of $d=8$ nm, the mean gap of the random chains, instead give $|\cos q|=\cosh kb\,|\cos kd|=1.20$. The energy then lies in a band gap, and in a long chain $\ln(1/T_N)$ grows by $2\,{\rm arcosh}(1.20)\approx1.25$ per barrier.

## How far this represents a real film

The mass and barrier scale are rough values in the regime of amorphous In-Ga-Zn-O. Without interference, and with the contact resistance left out, the chain's conductance times length is $(2e^2/h)\ell$, with $\ell=pT_1/R_1=3.2$ nm. Dividing by the charge per length of a barrier-free wire, $e(2k/\pi)$, gives a mobility of 36 cm²/Vs. The barriers hold fewer electrons than the wells, which raises the value to about 43 cm²/Vs with the interference-free count of 3.6 electrons per period, or about 45 cm²/Vs with the 3.4 per period of the coherent chain. Such films have roughly ten to a few tens of cm²/Vs, so the chain is at the upper end or somewhat above it. The geometry and temperature are far from typical: a thin-film transistor is a wide, many-mode device used near 300 K.

**Coherence.** As an estimate, take the density of states per length of a barrier-free wire, $2/(\pi\hbar v)$, with $v=\hbar k/m$. The Einstein relation then gives a diffusion constant $D=v\ell/2=3.6$ cm²/s. If phase memory lasts about $\hbar/k_BT_{\rm K}$, where $T_{\rm K}$ is the temperature, the coherence length $\sqrt{\hbar D/k_BT_{\rm K}}$ is about 96 nm at 0.3 K, 26 nm at 4 K and 3 nm at 300 K. This is only a rough scale, because it assumes diffusive motion, which a coherent localized chain does not have. Compared with the 52 nm chain, it suggests coherence at 0.3 K and leaves it doubtful at 4 K. At 300 K it is shorter than one period, so the exponential law should not be expected to apply.

**Thermal averaging.** Averaging $T(E)$ over the thermal window, with elastic scattering, one mode and the chemical potential held fixed, leaves the zero-temperature typical resistance almost unchanged at 0.3 K and multiplies it by about 0.7 at 4 K and about 0.005 at 300 K. The next transverse mode opens at a kinetic energy of 133 meV, far above the thermal window at 0.3 K.

**Band and barrier details.** For a 3 eV band gap, a rough nonparabolic correction raises the velocity mass in the wells, which relates momentum to velocity, by 9%. Using that mass to set the wave number in the wells and the decay constant in the barriers, at fixed kinetic energy, raises $\ln(1/T_1)$ to 1.525 and multiplies the typical resistance of six barriers by $e^{0.64}\approx1.9$. This overstates the effect for two reasons. The mass that sets the wave number rises less than the velocity mass, and the correction is smaller inside the barriers, where the energy above the local band edge is lower. Spreading the barrier heights uniformly by ±20 meV changes the mean logarithm per barrier by less than 0.001.

**Coulomb interaction.** This is a serious omission. For a relative permittivity of 10 (a rough value), two electrons one period apart have an unscreened interaction energy of 14 meV. The thermal energy at 0.3 K is 26 μeV, about 560 times smaller. The wire holds more than three electrons per period, so neighbouring electrons interact more strongly still. Screening by a gate would reduce the ratio, but charging effects may still control the current, and this model cannot say by how much. The 64 MΩ is thus a one-electron result, not a prediction for a device.

**Bias.** A voltage below about 26 μV, the thermal energy divided by $e$, is small enough for linear response in this model, because $T(E)$ typically varies little over such an energy window. At 10 μV the typical current would be 0.16 pA.

The remaining values are in the numerical output.

## Calculated quantities

```
mass 0.34 m_e; wire side 5.0 nm
kinetic energy 0.05 eV; barrier 0.1 eV, 2.0 nm
gap 8.0 +/- 4.0 nm; N = 6; 0.3 K
k = 0.6680 1/nm; half wavelength = 4.703 nm
one barrier: T1 = 0.2419, R1 = 0.7581, R1/T1 = 3.134
ln(1/T1) = 1.4193
composition law, largest relative error = 1.4e-10
unlike pair: mean ln(1/T) = 2.602730, sum = 2.602730
unlike triple: mean ln(1/T) = 3.641670, sum = 3.641670
unlike pair: mean T = 0.13139
unlike pair: variance of ln(1/T) = 0.99250
random chains with triangular gaps:
 N=2: mean ln(1/T) 2.838, law 2.839, s.d. 1.153
 N=6: mean ln(1/T) 8.523, law 8.516, s.d. 2.917
 N=12: mean ln(1/T) 17.030, law 17.032, s.d. 4.509
 N=24: mean ln(1/T) 34.066, law 34.063, s.d. 6.616
phase-error bound per joint = 0.0771
variance per barrier: chains 2.003, limit 1.987
periodic chain: gap 7.351 nm, cos q = 0.400
 largest ln(1/T) for N up to 60 = 1.554
 random-phase law at N=60 = 85.16
h/(2e^2) = 12.9064 kohm
mean chain length = 52.0 nm; period = 10.0 nm
localization length xi = 7.046 nm
typical resistance, law = 64.44 Mohm
typical resistance, sampled chains = 64.93 Mohm
median resistance = 82.82 Mohm
16 to 84 percent: 3.10 to 1364.4 Mohm
mean resistance, uniform phases = 952 Mohm
Ohmic (incoherent) resistance = 0.2556 Mohm
incoherent mobility = 36.3 cm2/Vs
line density = 0.425 1/nm
volume density = 1.70e+19 1/cm3
diffusion constant = 3.63 cm2/s
rough coherence length at 0.3 K = 96.1 nm
rough coherence length at 4.0 K = 26.3 nm
rough coherence length at 300.0 K = 3.0 nm
typical resistance over its zero-temperature value (elastic):
 0.3 K: 0.998; 4 K: 0.667; 300 K: 5.05e-03
next mode opens at kinetic energy 132.7 meV
rough band gap 3.0 eV: mass factor 1.092
 ln(1/T1) with that mass = 1.5252
heights spread +/-20 meV: mean ln(1/T1) = 1.4198
thermal energy = 25.9 ueV
current at 10 uV = 0.155 pA
Coulomb energy (permittivity 10, one period) = 14.4 meV
Coulomb over thermal energy = 557
```
